# Dimmock Model of an L Valley Through the PbTe–SnTe Gap Inversion

**Question.** In rocksalt Pb\(_{1-x}\)Sn\(_x\)Te the band edges lie at the four L points. At each there are two Kramers doublets, \(L_6^-\) (odd) and \(L_6^+\) (even), so the "two-band" model is \(4\times4\). Measure \(\mathbf k\) from L with \(z\parallel[111]\), \(x\parallel[1\bar10]\), \(k_t^2=k_x^2+k_y^2\), and put the inversion centre on a cation. Let \(\tau_z=+1\) on \(L_6^-\) and \(-1\) on \(L_6^+\). An \(L_6\) doublet rotates like a spin \(1/2\); take bases in which a rotation acts as \(e^{-i\theta\boldsymbol\sigma\cdot\mathbf n/2}\), time reversal as \(i\sigma_yK\) and inversion as \(-\tau_z\). Treat the alloy as a virtual crystal in which the signed gap \(\Delta=E(L_6^-)-E(L_6^+)=\Delta_0-\beta x\) alone depends on \(x\); \(D=|\Delta|\). Use atomic units in the algebra.

Data, round values of the rough size known for cold PbTe and SnTe and not a fit: \(\Delta_0=0.2\) eV, \(\beta=0.5\) eV; \(E_{Pj}=2v_j^2\) with \(E_{Pt}=6\) eV, \(E_{Pl}=0.5\) eV; far-band masses \(m_t^-=0.06\), \(m_l^-=0.5\), \(m_t^+=0.1\), \(m_l^+=1\) in units of \(m_0\). In numbers \(k^2\) becomes \(s=\hbar^2k^2/m_0\) with \(\hbar^2/m_0=7.620\) eV Å\(^2\), and \(v_t^2=3\) eV, \(v_l^2=0.25\) eV. The gap closes at \(x_c=0.4\).

**(a)** Find the general Hamiltonian to order \(k^2\). Do the parity labels depend on the inversion centre?

*Answer.* Expand \(H(\mathbf k)\) in the 16 matrices \(\tau_i\sigma_j\) with real polynomial coefficients. A symmetry \(g\) requires \(U_gH(\mathbf k)U_g^{-1}=H(g\mathbf k)\); inversion and time reversal both send \(\mathbf k\to-\mathbf k\). Inversion leaves \(1,\tau_z\) unchanged and reverses \(\tau_x,\tau_y\). Time reversal reverses each \(\sigma_j\) and, through \(K\), \(\tau_y\). Even orders need matrices even under both, which leaves \(1\) and \(\tau_z\); odd orders need matrices odd under both, which leaves \(\tau_x\sigma_j\) and \(\tau_y\).

The matrices \(1,\tau_z,\tau_y\) are unchanged by rotations, so they need invariant polynomials. With \(k_\pm=k_x\pm ik_y\), the monomials \(k_\pm\), \(k_zk_\pm\), \(k_\pm^2\) gain a phase under \(C_3\), and \(k_z\) is odd under \(C_{2x}\). The invariants are therefore \(1\), \(k_t^2\), \(k_z^2\), with none at first order. In \(\tau_x\sigma_ic_{ij}k_j\), \(C_3\) allows \(\sigma_zk_z\), \(\sigma_xk_x+\sigma_yk_y\) and \(\sigma_xk_y-\sigma_yk_x\), and the last is odd under \(C_{2x}\). This gives 2, 2 and 4 terms at orders 0, 1 and 2. With the energy zero at midgap,
\[H=\Big(\frac\Delta2+a^-\Big)\frac{1+\tau_z}2-\Big(\frac\Delta2+a^+\Big)\frac{1-\tau_z}2+\tau_x\,\boldsymbol\sigma\cdot\mathbf q,\]
\[a^\pm=\frac{k_t^2}{2m_t^\pm}+\frac{k_z^2}{2m_l^\pm},\qquad \mathbf q=(v_tk_x,\,v_tk_y,\,v_lk_z).\]
This Dimmock Hamiltonian is axially symmetric. A numerical count of invariants confirms 2, 2, 4 and finds 7 at order \(k^3\), of which 4 are axial; trigonal warping starts there. All terms beyond \(k^2\) are dropped. The off-diagonal \(k^3\) terms, crossed with the linear coupling, and the diagonal \(k^4\) terms would both enter the energy at order \(k^4\). The quartic results below are therefore those of the truncated model. They carry over only while \(D\) is small against the far-band separations, and even then not where the retained quartic terms nearly cancel, as happens for some \(\Delta<0\) in (d).

Inversion about an anion at \(\mathbf t=(a_L/2,0,0)\) sends \(\mathbf r\to2\mathbf t-\mathbf r\): inversion about the cation followed by the lattice translation \(2\mathbf t\). On a Bloch state at \(\mathbf L=(\pi/a_L)(1,1,1)\) this translation gives \(e^{-i\mathbf L\cdot2\mathbf t}=e^{-i\pi}=-1\), so every label at L swaps. Bloch sums of \(p\) orbitals are odd about their own site, hence cation \(p\) is odd and anion \(p\) even about a cation, as the numerical check confirms. The relative parity of the two doublets does not depend on the centre.

**(b)** Give the origin of \(m_j^\pm\) and solve for the bands.

*Answer.* The \(\mathbf k\cdot\mathbf p\) Hamiltonian is \(H_0+k^2/2+\mathbf k\cdot\boldsymbol\pi\), with \(\boldsymbol\pi\) the velocity operator including spin–orbit coupling. Split a state into near (\(n\)) and far (\(f\)) parts. The far rows give \(\psi_f=(E-H_{ff})^{-1}H_{fn}\psi_n\), and the near rows then read \([H_{nn}+H_{nf}(E-H_{ff})^{-1}H_{fn}]\psi_n=E\psi_n\). Since \(H_{nf}\) is already of order \(k\), at order \(k^2\) one sets \(H_{ff}\to E_f\) and \(E\to E_\mp=\pm\Delta/2\). The operator \(\boldsymbol\pi\) is odd, so two factors of it return to the same parity and the correction is diagonal in \(\tau\):
\[\pm\frac1{m_j^\mp}=1+2\sum_f\frac{|\langle f|\pi_j|L_6^\mp\rangle|^2}{E_\mp-E_f}.\]
This Löwdin partitioning holds for \(|E-E_\mp|\ll|E_\mp-E_f|\), and constant \(m_j^\pm\) require \(D\) to be small on the same scale. The formula is tested against the curvature of an \(8\times8\) model.

Define \(a=(a^--a^+)/2\), \(b=(a^-+a^+)/2\), \(M=\Delta/2+b\), \(Q=q^2\). Collecting the \(1\) and \(\tau_z\) parts gives \(H=a+M\tau_z+\tau_x\boldsymbol\sigma\cdot\mathbf q\). Because \(\tau_z\) and \(\tau_x\) anticommute and \((\boldsymbol\sigma\cdot\mathbf q)^2=Q\), one has \((H-a)^2=M^2+Q\). As \(H-a\) is traceless, each sign occurs twice:
\[E_\pm=a\pm R,\qquad R=\sqrt{M^2+Q}.\]
Since \(a+M=\Delta/2+a^-\) and \(M-a=\Delta/2+a^+\), factorising \((E-a)^2-M^2\) gives the equivalent form
\[F=XY-Q=0,\qquad X=E-\tfrac\Delta2-a^-,\quad Y=E+\tfrac\Delta2+a^+,\]
with \(F=(E-E_+)(E-E_-)\). On axis \(j\), \(a=A_js\), \(b=B_js\), \(Q=v_j^2s\), where \(A_j=(1/m_j^--1/m_j^+)/4\) and \(B_j=(1/m_j^-+1/m_j^+)/4\): \(A_t=1.667\), \(A_l=0.25\), \(B_t=6.667\), \(B_l=0.75\).

**(c)** Expand the bands to order \(k^4\) and follow the band-edge masses through \(x_c\).

*Answer.* Write \(R=(D/2)\sqrt{1+y}\) with \(y=4(\Delta b+Q+b^2)/D^2\), and use \(\sqrt{1+y}=1+y/2-y^2/8+\dots\) for \(|y|<1\). Both \(b\) and \(Q\) are of order \(k^2\), so
\[R=\frac D2+\frac{\Delta b+Q}D+\frac{b^2}D-\frac{(\Delta b+Q)^2}{D^3}+O(k^6).\]
Because \(D^2=\Delta^2\), the \(b^2\) terms cancel: \(b^2D^2-(\Delta b+Q)^2=-Q(Q+2\Delta b)\). Hence
\[E_\pm=\pm\frac D2+a\pm b\,\mathrm{sgn}\Delta\pm\frac QD\mp\frac{Q(Q+2\Delta b)}{D^3}.\]
Use \(a+b=a^-\), \(a-b=-a^+\), and define \(E_+=D/2+k^2/2m_c\), \(E_-=-D/2-k^2/2m_v\) on each axis:
\[\Delta>0:\quad \frac1{m_c}=\frac1{m^-}+\frac{E_P}D,\quad \frac1{m_v}=\frac1{m^+}+\frac{E_P}D,\]
\[\Delta<0:\quad \frac1{m_c}=-\frac1{m^+}+\frac{E_P}D,\quad \frac1{m_v}=-\frac1{m^-}+\frac{E_P}D.\]
The term \(E_P/D\) is the repulsion of the two doublets and pushes them apart in either order. The far-band term belongs to the doublet and travels with it: after inversion \(L_6^+\) is on top but keeps its downward far-band curvature. The two sides are therefore not mirror images.

At \(x=0\), \(1/m_{ct}=16.67+30=46.67\) and \(m_{ct}=0.0214\); \(1/m_{cl}=2+2.5\) and \(m_{cl}=0.222\). At \(x=0.8\), with the same \(D\), \(1/m_{ct}=-10+30\) and \(m_{ct}=0.0500\).

| \(x\) | \(\Delta\) (eV) | \(m_{ct}\) | \(m_{cl}\) | \(m_{vt}\) | \(m_{vl}\) |
|---|---|---|---|---|---|
| 0 | 0.2 | 0.0214 | 0.222 | 0.0250 | 0.286 |
| 0.2 | 0.1 | 0.0130 | 0.143 | 0.0143 | 0.167 |
| 0.38 | 0.01 | 0.0016 | 0.019 | 0.0016 | 0.020 |
| 0.6 | −0.1 | 0.0200 | 0.250 | 0.0231 | 0.333 |
| 0.8 | −0.2 | 0.0500 | 0.667 | 0.0750 | 2.00 |
| 1 | −0.3 | 0.100 | 1.50 | 0.300 | −3.00 |

As \(D\to0\) all four masses approach \(D/E_{Pj}\), and \(m_l/m_t\to E_{Pt}/E_{Pl}=12\); the conduction ratio runs from 10.4 at \(x=0\) through 11.9 and 12.0 at \(x=0.38\) and 0.42 to 15.0 at \(x=1\). The range \(|y|<1\) shrinks to zero with \(D\). At \(\Delta=0\), \(R=\sqrt Q+O(k^3)\): an anisotropic Dirac cone with \(\hbar v_t=4.78\) eV Å and \(\hbar v_l=1.38\) eV Å. The negative entry at \(x=1\) means that L is no longer a valence maximum, which is part (g).

**(d)** Find the nonparabolicity coefficient on each axis and the shape of the constant-energy surfaces.

*Answer.* Let \(\varepsilon\ge0\) be measured into the band from its edge, and \(\gamma=s/2m_j\) with \(m_j\) the edge mass. For both bands (c) gives \(\varepsilon=\gamma-v_j^2(v_j^2+2\Delta B_j)s^2/D^3\). With \(s=2m_j\gamma\) this is \(\varepsilon=\gamma-\alpha_j\gamma^2\), or \(\varepsilon(1+\alpha_j\varepsilon)=\gamma\) to this order, where
\[\alpha_j=\frac{4m_j^2v_j^2\,(v_j^2+2\Delta B_j)}{D^3}.\]
At \(x=0\), \(\alpha_{ct}=4(0.02143)^2(3)(3+2.667)/0.008=3.90\) eV\(^{-1}\), and \(\alpha_{cl}=3.40\) eV\(^{-1}\).

Without far-band terms (the Kane limit, \(a^\pm=0\)), \(m_j=D/2v_j^2\) gives \(\alpha=1/D\) on both axes, 5 eV\(^{-1}\) at \(x=0\). There \(E^2=D^2/4+Q\) with \(E=D/2+\varepsilon\) gives \(\varepsilon(\varepsilon+D)=Q\) without expansion: ellipsoids with the axis ratio \(k_l/k_t=v_t/v_l=3.464\) at every energy. In the full model \(\alpha_t\) and \(\alpha_l\) differ in general, so the ratio changes with energy; at \(x=0\) it is 3.20 at \(\varepsilon=0.02\) eV and 3.06 at 0.3 eV.

For \(\Delta<0\), \(\alpha_j\) changes sign at \(D=v_j^2/2B_j\). At \(x=0.8\) the longitudinal factor is \(0.25-0.3=-0.05\) eV, so \(\alpha_{cl}=-2.78\) eV\(^{-1}\), and \(\alpha_{vl}=4(2)^2(0.25)(-0.05)/0.008=-25\) eV\(^{-1}\). The large value comes from \(m_{vl}^2\): the \(k^2\) term is nearly cancelled, and the parabolic picture holds just for \(\varepsilon\ll1/|\alpha|\). Both numbers rest on the small difference \(0.25-0.3\), which the dropped \(k^3\) and \(k^4\) terms can rival, so their size and sign belong to the truncated model only.

**(e)** For \(E=D/2+\varepsilon\) in the conduction band, find the wavevectors, the momentum mass \(k/(dE/dk)\) on each axis and the electron density. Evaluate them at \(\varepsilon=0.1\) eV.

*Answer.* At fixed \(k_z\) let \(X_0,Y_0\) be \(X,Y\) at \(k_t=0\), so \(X=X_0-s/2m_t^-\), \(Y=Y_0+s/2m_t^+\), \(s=k_t^2\). Multiplying out \(F=0\) and changing the overall sign,
\[\kappa s^2+\lambda s-c=0,\quad \kappa=\frac1{4m_t^-m_t^+},\quad \lambda=v_t^2+\frac{Y_0}{2m_t^-}-\frac{X_0}{2m_t^+},\quad c=X_0Y_0-v_l^2k_z^2 .\]
Here \(c\) is \(F\) at \(k_t=0\). For \(c>0\) the product of the roots, \(-c/\kappa\), is negative, so there is one positive root,
\[s=\frac{2c}{\lambda+\sqrt{\lambda^2+4\kappa c}}.\]
At L the energy lies above both bands and \(c=\varepsilon(\varepsilon+D)>0\), so the single crossing is with \(E_+\). Exchanging \(t\) and \(l\) gives the extent \(k_l\) along \(z\); on \(|k_z|<k_l\), \(c\) stays positive. Beyond \(k_l\), \(c<0\); since \(X_0\) falls and \(Y_0\) rises with \(k_z^2\), \(\lambda\) exceeds its value at L, which is positive for all \(D\le0.3\) eV, so no root is positive and the formula covers the whole pocket.

On the axes, \((X_0,Y_0)=(\varepsilon,\varepsilon+D)\) for \(\Delta>0\) and \((\varepsilon+D,\varepsilon)\) for \(\Delta<0\). At \(x=0\): \(c=0.03\) eV\(^2\), \(\kappa=41.67\), \(\lambda=3+2.5-0.5=5\) eV, \(s=0.06/(5+\sqrt{30})=0.00573\) eV and \(k_t=\sqrt{s/7.620}=0.0274\) Å\(^{-1}\). At \(x=0.8\), \(c\) is the same but \(\lambda=3+0.833-1.5=2.333\) eV, and \(k_t=0.0376\) Å\(^{-1}\). The smaller \(\lambda\) makes the inverted pocket larger at equal \(D\).

Differentiate \(F=0\) along axis \(j\): \((X+Y)\,dE+(X/2m^+-Y/2m^--v^2)\,ds=0\). Since \(dE/dk=2k\,dE/ds\),
\[m_j(\varepsilon)=\frac{X+Y}{2v_j^2+Y/m_j^--X/m_j^+}.\]
The transverse value is also the semiclassical cyclotron mass at \(k_z=0\) for a field along \(z\), because \((1/2\pi)\,d(\pi s)/dE=\tfrac12\,ds/dE\). At \(\Delta=0\), inserting \(X=\varepsilon-s/2m^-\) and \(Y=\varepsilon+s/2m^+\) gives
\[m_j=\frac{2\varepsilon-2A_js}{2v_j^2+4A_j\varepsilon+s/m_j^-m_j^+},\]
which tends to \(\varepsilon/v_j^2\) as \(\varepsilon\to0\), since \(s\approx\varepsilon^2/v_j^2\). The mass at finite energy does not vanish at the inversion. With \(k_t=0.01949\) Å\(^{-1}\), \(s=0.00289\) eV and \(m_t=0.1904/(6+0.667+0.482)=0.0266\), which is 20% below the cone value 0.0333. The transverse mass is 0.0348, 0.0313, 0.0266, 0.0413, 0.0563 and 0.0705 at \(x=0,0.2,\dots,1\).

Four valleys, two states per \(\mathbf k\) and discs of area \(\pi k_t^2\) give
\[n=\frac{4\cdot2}{(2\pi)^3}\int_{-k_l}^{k_l}\pi k_t^2\,dk_z .\]
For an ellipsoid the integral is \((4\pi/3)k_t^2k_l\) in terms of its semi-axes, so \(n=4k_t^2k_l/3\pi^2\). This yields \(n_{\rm Kane}=4[\varepsilon(\varepsilon+D)]^{3/2}/3\pi^2v_t^2v_l\) and \(n_{\rm par}=4(2\varepsilon)^{3/2}m_{ct}\sqrt{m_{cl}}/3\pi^2\). Quadrature gives \(n=8.8\times10^{-6}\) Å\(^{-3}\) (\(8.8\times10^{18}\) cm\(^{-3}\)) at \(x=0\), \(3.3\times10^{-6}\) Å\(^{-3}\) at \(x_c\) and \(2.4\times10^{-5}\) Å\(^{-3}\) at \(x=0.8\). The ratio \(n/n_{\rm Kane}\) is 0.39 at \(x=0\) and 1.06 at \(x=0.8\), in the order set by \(\lambda\). Multiplied out, \(F=\varepsilon(\varepsilon+D)-\lambda_tk_t^2-\lambda_lk_z^2-a^-a^+\), with \(\lambda_j\) the value of \(\lambda\) on axis \(j\). Dropping the whole quartic product \(a^-a^+\) (its \(k_t^4\), \(k_t^2k_z^2\) and \(k_z^4\) terms, not \(\kappa s^2\) alone) gives an ellipsoid with ratio \((v_t^2/\lambda_t)\sqrt{v_l^2/\lambda_l}\), which is \((3/5)\sqrt{0.25/0.5}=0.42\) and \((3/2.333)\sqrt{0.25/0.2}=1.44\); the product \(a^-a^+\) is positive away from L, shrinks the pocket and lowers both, the second far more. The ratio \(n/n_{\rm par}\) is 1.51 at \(x=0\) but 1.007 at \(x=0.8\). That band is not parabolic: the parabolic semi-axes \(\sqrt{2m\varepsilon/7.620}\) are 0.0362 and 0.1323 Å\(^{-1}\) against 0.0376 and 0.1235 Å\(^{-1}\), and the deviations, about \(+8\%\) in \(k_t^2\) and \(-7\%\) in \(k_l\) relative to the parabolic values, nearly cancel in \(k_t^2k_l\).

**(f)** In what sense does a band have a parity? Follow it through the inversion.

*Answer.* Inversion maps \(\mathbf k\) to \(-\mathbf k\), and \(-\tau_z\) commutes with \(H(\mathbf k)\) where \(\mathbf q=0\), that is at L. Elsewhere one can give the weight of each doublet. Since \((H-a)/R\) squares to one, \(\Pi_+=\tfrac12[1+(M\tau_z+\tau_x\boldsymbol\sigma\cdot\mathbf q)/R]\) projects on the upper band. The \(L_6^-\) weight averaged over its two states is
\[w=\tfrac12\,\mathrm{Tr}\Big[\Pi_+\frac{1+\tau_z}2\Big]=\tfrac18\Big(4+\frac{4M}R\Big)=\tfrac12\Big(1+\frac MR\Big),\]
because the other products are traceless. The lower band has \(1-w\). At L, \(M/R=\mathrm{sgn}\Delta\): the conduction state is odd for \(x<x_c\) and even for \(x>x_c\). For \(\Delta>0\), \(M>0\) and \(w>1/2\) at every \(\mathbf k\). For \(\Delta<0\), \(M=b-D/2\) vanishes on the ellipsoid with semi-axes \(s_j=D/2B_j\), outside which the original order of characters returns. At \(x=0.6\), \(k_t=\sqrt{0.1/(13.33\times7.620)}=0.0314\) Å\(^{-1}\) and \(k_l=0.0935\) Å\(^{-1}\). The surface at \(\varepsilon=0.1\) eV has semi-axes 0.0291 and 0.0960 Å\(^{-1}\), inside on the one axis and outside on the other, and accordingly \(w=0.475\) and 0.510. The jump at L is thus spread out at finite \(k\): on the transverse axis of the \(\varepsilon=0.1\) eV surface, whose \(k_t\) itself changes with \(x\), \(w\) falls through 0.86, 0.78, 0.60, 0.47, 0.42, 0.40 from \(x=0\) to 1. In a real alloy disorder breaks inversion and translation symmetry, and the labels refer to the averaged crystal.

**(g)** Find where the curvatures at L change sign for \(\Delta<0\), and locate the valence maximum at \(x=1\).

*Answer.* From (c), \(1/m_v=0\) at \(D=E_Pm^-\) and \(1/m_c=0\) at \(D=E_Pm^+\). The direct gap \(2R\) has slope \(2(\Delta B+v^2)/D\) in \(s\), which vanishes at \(D=v^2/B=2E_P/(1/m^-+1/m^+)\). The thresholds for valence band, conduction band and gap are 0.36, 0.60, 0.45 eV (transverse) and 0.25, 0.50, 0.33 eV (longitudinal). With \(D\le0.3\) eV one of them is passed, the longitudinal valence one, at \(x=(0.2+0.25)/0.5=0.9\).

On the \(z\) axis (index \(l\) dropped) \(R^2=M^2+v^2s\) and \(M=\Delta/2+Bs\), so \(dE_-/ds=A-(2BM+v^2)/2R\). This vanishes when \(AR=BM+v^2/2\). Square and subtract \(B^2R^2\):
\[(A^2-B^2)R^2=BMv^2+\frac{v^4}4-B^2v^2s=\frac{v^2}4\,(v^2+2B\Delta).\]
With \(A^2-B^2=(A-B)(A+B)=-1/4m^-m^+\), and then \(BM=B\Delta/2+B^2s\),
\[R^2=-m^-m^+v^2(v^2+2B\Delta),\qquad s=\frac{AR-v^2/2-B\Delta/2}{B^2}.\]
As \(R>0\), there is at most one stationary point in \(s\). Beyond the threshold \(E_-\) rises from L, and at large \(s\) it falls like \((A-B)s\), so this point is the maximum on the axis. At \(x=1\): \(R^2=0.5(0.25)(0.45-0.25)\), \(R=0.1581\) eV; \(s=(0.03953-0.125+0.1125)/0.5625=0.0481\) eV; \(k_z=\pm0.079\) Å\(^{-1}\); \(E=As-R=-0.1461\) eV, which is 0.0039 eV above the value at L. There \(M=-0.15+0.036=-0.114\) eV, the \(L_6^-\) weight is \((1+0.114/0.158)/2=0.86\), and the transverse slope \(A_t-(2B_tM+v_t^2)/2R=1.67-1.48/0.316\) is negative. A grid search in the \((k_t,k_z)\) plane finds the same maximum, with the conduction minimum still at L, so the model gap is slightly indirect. This is a property of the chosen parameters and not a prediction for SnTe: \(E_{Pl}=0.6\) eV would move the threshold to 0.3 eV and \(x=1\).

**(h)** You may use the Fu–Kane rule: the strong \(Z_2\) index follows from the product of the parities of the occupied Kramers pairs at all eight points \((n_1\mathbf b_1+n_2\mathbf b_2+n_3\mathbf b_3)/2\), and the weak index \(i\) from the four with \(n_i=1\). Which topological indices change at \(x_c\)?

*Answer.* With \(\mathbf b_1=(2\pi/a_L)(-1,1,1)\) and its permutations, the L points are \(n=(100),(010),(001),(111)\). Each flips the sign of its parity product. The strong product gains \((-1)^4\), and each weak one, containing one of the first three points and \((111)\), gains \((-1)^2\). No \(Z_2\) index changes.

The mirror \(x\to-x\) is inversion times \(C_{2x}\): \((-\tau_z)(-i\sigma_x)=i\tau_z\sigma_x\). On the plane \(k_x=0\), \(H-a=v_tk_y\,\Gamma_1+v_lk_z\,\Gamma_2+M\tau_z\) with \(\Gamma_1=\tau_x\sigma_y\), \(\Gamma_2=\tau_x\sigma_z\). Each \(\Gamma\) anticommutes with both factors of \(\tau_z\sigma_x\) and so commutes with it, as does \(\tau_z\). In the sector \(\tau_z\sigma_x=\mu=\pm1\), \(\Gamma_1\Gamma_2=\sigma_y\sigma_z=i\sigma_x=i\mu\tau_z\), so \((\Gamma_1,\Gamma_2,\mu\tau_z)\) is a Pauli triple and the block is \(\mathbf d\cdot\boldsymbol\Gamma\) with \(\mathbf d=(v_tk_y,\,v_lk_z,\,\mu M)\).

Let \(\mathbf d\) have polar angles \(\theta,\varphi\). The lower state \(u=(e^{-i\varphi}\sin\frac\theta2,\,-\cos\frac\theta2)\) has connection \(i\langle u|du\rangle=\sin^2\frac\theta2\,d\varphi\) and curvature \(\tfrac12\sin\theta\,d\theta\wedge d\varphi\). Use as coordinates \(\varphi\) and \(\rho=\sqrt Q\); they are oriented relative to \((k_y,k_z)\) by \(\eta=\mathrm{sgn}(v_tv_l)\). Integrating over \(\rho\) at fixed \(\varphi\),
\[C_\mu=\frac\eta{4\pi}\oint d\varphi\,[\cos\theta_0-\cos\theta_\infty]=\frac{\eta\mu}2\,(\mathrm{sgn}\Delta-\mathrm{sgn}B),\]
since \(\cos\theta=\mu M/R\) is \(\mu\,\mathrm{sgn}\Delta\) at L and, when \(B_t\) and \(B_l\) share a sign, \(M\sim k^2\) outgrows \(\rho\sim k\). For \(B>0\), \(|C_\mu|\) is 0 before and 1 after the inversion; for \(B<0\) it is 1 and 0. These separate values rest on large \(k\), where the model fails. The jump \(-\eta\mu\) comes from the term at L and does not involve \(B\). As \(C_{-\mu}=-C_\mu\), the mirror Chern number \(n_M=(C_+-C_-)/2\) jumps by one per valley.

In cubic axes the mirror exchanges \(k_X\) and \(k_Y\). It fixes \((\pi/a_L)(1,1,\pm1)\), while it moves \((\pi/a_L)(-1,1,1)\) by \((2\pi/a_L)(1,-1,0)\), which is not a reciprocal lattice vector; two valleys lie in the plane. The rotation \(C_2\) about \([001]\) takes the first to \((\pi/a_L)(-1,-1,1)\), which differs from the second by a reciprocal lattice vector. On spinors, half-turns about the perpendicular axes \([001]\) and \([1\bar10]\) anticommute, so \(\mu\) is reversed. Within the plane the rotation sends \([110]\) to its negative and keeps \([001]\), so the orientation is reversed too. Hence \(C_\mu(L_2)=-C_{-\mu}(L_1)=C_\mu(L_1)\): the valleys add and \(n_M\) changes by 2 in magnitude. Berry fluxes computed on a grid confirm the jump, its independence of the sign of \(B\), its reversal with the sign of \(v_l\) and the addition. The model fixes the change of \(n_M\), not its value on either side, and the count assumes cubic symmetry; strain or a ferroelectric distortion can make the valleys inequivalent or remove inversion.

## Table of computed values

```
hbar^2/m0 = 7.61996 eV A^2
g0 = 0.2 eV, beta = 0.5 eV, x_c = 0.400, g(1) = -0.300 eV
EP_t, EP_l = 6.0, 0.5 eV; EP_t/EP_l = 12.00; vt/vl = 3.4641
far masses (m0): mt- 0.06, ml- 0.5, mt+ 0.1, ml+ 1.0
hbar v_t, hbar v_l = 4.7812, 1.3802 eV A
A_t, A_l = 1.6667, 0.2500; B_t, B_l = 6.6667, 0.7500 (1/m0)
invariants at order k^0..k^3: D3d [2, 2, 4, 7], axial [2, 2, 4, 4]
parity (cation p, anion p): cation centre -1 +1, anion centre +1 -1
edge: x, g(eV), parity of c at L, mct, mcl, mvt, mvl (m0), mcl/mct
 0.00 +0.200 -1 0.02143 0.2222 0.02500 0.2857 10.37
 0.20 +0.100 -1 0.01304 0.1429 0.01429 0.1667 10.95
 0.38 +0.010 -1 0.00162 0.0192 0.00164 0.0196 11.86
 0.42 -0.010 +1 0.00169 0.0204 0.00171 0.0208 12.04
 0.60 -0.100 +1 0.02000 0.2500 0.02308 0.3333 12.50
 0.80 -0.200 +1 0.05000 0.6667 0.07500 2.0000 13.33
 1.00 -0.300 +1 0.10000 1.5000 0.30000 -3.0000 15.00
alpha (1/eV): x, ct, cl, vt, vl, 1/D
 0.00 3.903 3.395 5.312 5.612 5.000
 0.20 8.847 8.163 10.612 11.111 10.000
 0.60 8.000 6.250 10.651 11.111 10.000
 0.80 1.250 -2.778 2.812 -25.000 5.000
eps = 0.1 eV: x, kt, kl (1/A), kl/kt, mt, ml (m0), L6- weight on t and l axes
 0.0 0.02741 0.08632 3.149 0.03477 0.3337 0.863 0.884
 0.2 0.02454 0.07871 3.207 0.03129 0.3090 0.783 0.809
 0.4 0.01949 0.06446 3.307 0.02663 0.2776 0.601 0.629
 0.6 0.02909 0.09595 3.299 0.04131 0.4137 0.475 0.510
 0.8 0.03762 0.12350 3.283 0.05633 0.5406 0.423 0.462
 1.0 0.04582 0.14943 3.261 0.07053 0.6480 0.403 0.446
Dirac-cone masses eps/v^2 at x_c: 0.03333, 0.4000 m0
x=0 axis ratio kl/kt at eps = 0.02, 0.3 eV: 3.2043, 3.0598
4-valley density at eps: x, n (1/A^3), n (1/cm^3), n/n_Kane, n/n_parabolic
 0.0 8.7638e-06 8.7638e+18 0.394 1.510
 0.2 6.4050e-06 6.4050e+18 0.529 2.262
 0.4 3.3094e-06 3.3094e+18 0.773 none
 0.6 1.0973e-05 1.0973e+19 0.906 1.910
 0.8 2.3622e-05 2.3622e+19 1.062 1.007
 1.0 4.2419e-05 4.2419e+19 1.238 0.603
weight-1/2 semi-axes x=0.6: kt 0.03137, kl 0.09354 1/A
weight-1/2 semi-axes x=0.8: kt 0.04437, kl 0.13228 1/A
weight-1/2 semi-axes x=1.0: kt 0.05434, kl 0.16201 1/A
threshold D, axis t: valence 0.360, conduction 0.600, gap 0.450 eV
threshold D, axis l: valence 0.250, conduction 0.500, gap 0.333 eV
valence curvature along z changes sign at x = 0.900
x=1 valence maximum: R = 0.15811 eV, s = 0.04805 eV, kz = 0.07941 1/A
 E = -0.14610 eV, 0.00390 eV above L, L6- weight 0.860
|C(+i)| per valley: x=0.2 0, x=0.6 1; with B reversed 1, 0
mirror Chern jump, two valleys: 2
L points: total 4, in weak-index planes [2, 2, 2], in mirror plane 2
```
